\section*{Harmonic-mean face coefficients for polarization-gradient energy at stiffness jumps}

\section{The result}

Let the gradient energy density be $\tfrac12 g(z)(dP/dz)^2$, with $g$ jumping from $g_1$ to $g_2$ at a plane. Store $P$ at cell centres a distance $h$ apart and put the plane on the face between two cells. The gradient energy of that face should be
\begin{equation}
\frac{g_H}{2h}(\Delta P)^2,\qquad g_H=\frac{2g_1g_2}{g_1+g_2},
\label{result}
\end{equation}
where $\Delta P$ is the difference between the two neighbouring cell values. In the linear two-layer problem below, this harmonic mean gives interface errors of order $h^2$. The arithmetic mean $g_A=(g_1+g_2)/2$ gives errors of order $h$ whenever the layers differ both in $g$ and in their local dielectric stiffness. Arithmetic averaging is therefore worse on sufficiently fine grids. On a coarse grid its error in a particular quantity can be the smaller one, as a four-cell calculation will show.

\section{Model and reference solution}

Take $P$ parallel to the layers and dependent only on their normal coordinate $z$. Then $\nabla\cdot\mathbf P=0$, so there is no bound charge and no depolarizing field. In a uniform in-plane field $E$, the energy per area is
\begin{equation}
F=\int_{-L_1}^{L_2}\left[\tfrac12 aP^2+\tfrac12 g(P')^2-EP\right]dz .
\end{equation}
Layer 1 occupies $z<0$ and layer 2 occupies $z>0$. Both $a$ and $g$ are positive and constant in each layer, and there is no separate interface energy. The outer ends are mirror planes, $P'=0$, so the two half-layers represent a periodic superlattice.

Varying $P$ and integrating the gradient term by parts gives, inside each layer,
\begin{equation}
(gP')'=aP-E. \label{el}
\end{equation}
The interface contributes $[g_1P'(0^-)-g_2P'(0^+)]\,\delta P(0)$. Since $\delta P(0)$ is arbitrary, the flux $J=gP'$ is continuous there, as is $P$. The slope $P'$ must therefore jump whenever $J\neq0$.

Define the bulk values $p_j=E/a_j$ and decay lengths $\xi_j=\sqrt{g_j/a_j}$. The solutions with zero slope at the outer ends are
\begin{align}
P&=p_1+B_1\cosh\frac{z+L_1}{\xi_1}\quad(z<0),\\
P&=p_2-B_2\cosh\frac{L_2-z}{\xi_2}\quad(z>0).
\end{align}
At $z=0$ the deviation from the bulk value has magnitude $B_j\cosh(L_j/\xi_j)$, and the flux is $J=(g_jB_j/\xi_j)\sinh(L_j/\xi_j)$. Their ratio is an impedance,
\begin{equation}
Z_j=\frac{\xi_j}{g_j}\coth\frac{L_j}{\xi_j}
=\frac{\coth(L_j/\xi_j)}{\sqrt{a_jg_j}} .
\end{equation}
Thus $P(0)-p_1=JZ_1$ and $p_2-P(0)=JZ_2$. Adding them gives
\begin{equation}
J=\frac{p_2-p_1}{Z},\qquad Z=Z_1+Z_2,\qquad P(0)=p_1+JZ_1. \label{exact}
\end{equation}

For numbers, take $L_1=L_2=4$ nm, $E=0.01$ MV/cm and susceptibilities 300 and 1500. With $a=1/(\varepsilon_0\chi)$, $a_1=0.03765$ and $a_2=0.00753$ (MV/cm)/($\mu$C/cm$^2$). Take $g_1=0.040$ and $g_2=0.004$ (MV/cm)\,nm$^2$/($\mu$C/cm$^2$). Then $\xi_1=1.031$ nm, $\xi_2=0.729$ nm, $p_1=0.2656$ and $p_2=1.3281$ $\mu$C/cm$^2$. The impedances are $Z_1=25.79$ and $Z_2=182.22$ ($\mu$C/cm$^2$)/(MV/cm\,nm), so
\begin{equation}
J=\frac{1.3281-0.2656}{25.79+182.22}=0.005108\ \text{(MV/cm)\,nm},
\end{equation}
and $P(0)=0.2656+0.005108\times25.79=0.397$ $\mu$C/cm$^2$.

\section{The energy of one face}

Let $P_N$ and $P_{N+1}$ be the values on either side of the interface, and let $P_I$ be the unknown value on it. Each half-gap has length $h/2$. With a straight segment in each half, the gradient energy is
\begin{equation}
W_f=\frac{g_1}{h}(P_I-P_N)^2+\frac{g_2}{h}(P_{N+1}-P_I)^2.
\end{equation}
Setting $\partial W_f/\partial P_I=0$ gives $g_1(P_I-P_N)=g_2(P_{N+1}-P_I)$, which is flux continuity. Hence
\begin{equation}
P_I-P_N=\frac{g_2\Delta P}{g_1+g_2},\qquad
P_{N+1}-P_I=\frac{g_1\Delta P}{g_1+g_2}.
\end{equation}
Substitution yields
\begin{equation}
W_f=\frac{g_1g_2^2+g_2g_1^2}{(g_1+g_2)^2}\frac{(\Delta P)^2}{h}
=\frac{g_1g_2}{g_1+g_2}\frac{(\Delta P)^2}{h}
=\frac{g_H}{2h}(\Delta P)^2 .
\end{equation}
If instead one straight line of slope $\Delta P/h$ crosses the whole gap, its energy is $\tfrac12(\Delta P/h)^2(g_1+g_2)h/2=g_A(\Delta P)^2/(2h)$. The arithmetic mean thus forbids the kink that the interface requires, and it makes the face too stiff.

\section{Four cells by hand}

The discrete energy is the sum of $h(\tfrac12a_iP_i^2-EP_i)$ over cells and $g_f(\Delta P)^2/(2h)$ over faces. Setting its derivative with respect to $P_i$ to zero gives
\begin{equation}
J_{i+1/2}-J_{i-1/2}=h(a_iP_i-E),\quad
J_{i+1/2}=g_{i+1/2}\frac{P_{i+1}-P_i}{h}, \label{cell}
\end{equation}
with zero flux through the outer ends.

Choose $h=2$ nm: cells 1 and 2 lie in layer 1, cells 3 and 4 in layer 2. In layer 1 write $u_i=P_i-p_1$ and $r_1=h^2a_1/g_1$. Cell 1 obeys $(g_1/h)(u_2-u_1)=ha_1u_1$, so $u_1=u_2/(1+r_1)$. Adding the equations of cells 1 and 2 cancels their common flux:
\begin{equation}
J_h=ha_1(u_1+u_2)=ha_1u_2\frac{2+r_1}{1+r_1}.
\end{equation}
The impedance seen from the centre of cell 2 is therefore
\begin{equation}
W_1=\frac{u_2}{J_h}=\frac{1+r_1}{ha_1(2+r_1)} .
\end{equation}
Layer 2 is its mirror image with $u_i=p_2-P_i$, so the same formula holds with index 2. Numerically, $r_1=3.765$ and $r_2=7.53$, giving $W_1=10.98$ and $W_2=59.4$ in the units of $Z$.

The face adds $P_3-P_2=J_hh/g_f$, hence
\begin{equation}
J_h=\frac{p_2-p_1}{W_1+W_2+h/g_f}.
\end{equation}
For $g_H=0.007273$, $h/g_H=275.0$ and $J_h=1.0625/345.4=0.00308$. For $g_A=0.022$, $h/g_A=90.9$ and $J_h=1.0625/161.3=0.00659$, both in (MV/cm)\,nm. Relative to the reference flux, the errors are $-39.8\%$ and $+28.9\%$. On this grid the arithmetic mean gives the better flux.

It does not give the better polarization at the cell centres beside the interface, although the mean polarization, whose error is proportional to that of the flux, shares the flux's advantage. In cell 3, $P_3=p_2-W_2J_h$ is 1.145 $\mu$C/cm$^2$ with $g_H$ and 0.937 with $g_A$. The reference profile at $z=1$ nm is 1.092. Its average over the whole cell is 1.011, to which the arithmetic value is the closer, so on this coarse grid the ranking depends on what is compared. The arithmetic flux benefits from a cancellation, which the general solution makes explicit.

\section{Any number of cells}

Consider one layer of length $L=nh$, measure $s$ from its outer end, and let $u$ again be the deviation from the bulk value. Try $u_i=B\cosh(\kappa s_i)$ at $s_i=(i-\tfrac12)h$. This is even in $s$, so $u_0=u_1$ and the outer flux vanishes. Since $u_{i+1}+u_{i-1}=2\cosh(\kappa h)u_i$, the cell equation requires
\begin{equation}
2\cosh\kappa h-2=4\sinh^2\frac{\kappa h}{2}=\frac{h^2}{\xi^2}
\;\Rightarrow\; 2\sinh\frac{\kappa h}{2}=\frac h\xi. \label{kappa}
\end{equation}
Continue the same function to a fictitious cell $n+1$. The equation of cell $n$ then shows that the flux at the interface is
\begin{equation}
J_h=\frac gh(u_{n+1}-u_n)=\frac{2gB}{h}\sinh\kappa L\,\sinh\frac{\kappa h}{2}.
\end{equation}
Also $u_n=B[\cosh\kappa L\cosh(\kappa h/2)-\sinh\kappa L\sinh(\kappa h/2)]$. Dividing,
\begin{align}
W=\frac{u_n}{J_h}&=\frac{h}{2g}\left[\coth\kappa L\,\coth\frac{\kappa h}{2}-1\right]\nonumber\\
&=\frac{\coth\kappa L}{\sqrt{ag}}\sqrt{1+\frac{h^2}{4\xi^2}}-\frac{h}{2g}.
\end{align}
The last line uses $\sinh(\kappa h/2)=h/(2\xi)$ and $\xi/g=1/\sqrt{ag}$. Adding the two layers and the face gives the total discrete impedance
\begin{equation}
Z_h=\sum_{j=1}^2\frac{\coth\kappa_jL_j}{\sqrt{a_jg_j}}
\sqrt{1+\frac{h^2}{4\xi_j^2}}
+h\left[\frac1{g_f}-\frac12\left(\frac1{g_1}+\frac1{g_2}\right)\right]. \label{zh}
\end{equation}
The bracket is $1/g_f-1/g_H$. The harmonic mean removes it at every $h$.

What remains is the bulk discretization error. From Eq.~\eqref{kappa}, $\kappa\simeq\xi^{-1}(1-h^2/24\xi^2)$. Because $d\coth x/dx=-1/\sinh^2x$, expansion gives $Z_h=Z+Ch^2+O(h^4)$ for $g_f=g_H$, with
\begin{equation}
C=\sum_j\frac1{\sqrt{a_jg_j}}\left[\frac{\coth(L_j/\xi_j)}{8\xi_j^2}
+\frac{L_j}{24\xi_j^3\sinh^2(L_j/\xi_j)}\right].
\end{equation}
For $g_f=g_A$ there is an additional term $-h\delta$, where
\begin{equation}
\delta=\frac1{g_H}-\frac1{g_A}
=\frac{(g_1+g_2)^2-4g_1g_2}{2g_1g_2(g_1+g_2)}
=\frac{(g_1-g_2)^2}{2g_1g_2(g_1+g_2)}.
\end{equation}
Since $J_h=(p_2-p_1)/Z_h$, the leading relative flux errors are
\begin{equation}
\left(\frac{J_h}{J}-1\right)_H\simeq-\frac{Ch^2}{Z},\qquad
\left(\frac{J_h}{J}-1\right)_A\simeq+\frac{h\delta}{Z}. \label{errors}
\end{equation}
The two arithmetic contributions, $-h\delta$ and $+Ch^2$, have opposite signs. This is the cancellation met in the four-cell grid.

Two limits help. For a weak jump, $\delta\simeq(g_1-g_2)^2/(4g^3)$, so the penalty is quadratic in the contrast and harder to see above the bulk error. For $g_1\gg g_2$, $\delta\to1/(2g_2)$: arithmetic averaging loses the impedance $h/(2g_2)$ of the soft half-gap. If $a_1=a_2$, then $p_1=p_2$, the polarization is uniform, and neither rule makes an error.

\section{Reading the errors}

Solving the tridiagonal equations \eqref{cell} gives the errors below. The first pair is the relative flux error. The second is the larger absolute error in the two cells beside the interface, in $\mu$C/cm$^2$.

\begin{center}
\begin{tabular}{ccccc}
$h$ (nm) & $J$, $g_H$ & $J$, $g_A$ & $P$, $g_H$ & $P$, $g_A$\\
2.00 & $-39.8\%$ & $+28.9\%$ & 0.053 & 0.155\\
1.00 & $-16.7\%$ & $+32.0\%$ & 0.060 & 0.178\\
0.40 & $-3.35\%$ & $+16.6\%$ & 0.021 & 0.120\\
0.20 & $-0.87\%$ & $+8.66\%$ & 0.0067 & 0.071\\
0.10 & $-0.22\%$ & $+4.39\%$ & 0.0019 & 0.038\\
0.05 & $-0.055\%$ & $+2.20\%$ & 0.0005 & 0.020
\end{tabular}
\end{center}

On the finest grids, halving $h$ divides the harmonic errors by about four and the arithmetic errors by about two. The coefficients are $C=45.9$ ($\mu$C/cm$^2$)/(MV/cm\,nm$^3$) and $\delta=92.0$ ($\mu$C/cm$^2$)/(MV/cm\,nm$^2$). At $h=0.05$ nm, Eq.~\eqref{errors} predicts $-45.9(0.05)^2/208.0=-0.055\%$ and $92.0(0.05)/208.0=+2.2\%$, as found.

Treating $h$ as continuous in Eq.~\eqref{zh} and finding the root numerically, the two flux errors have equal size at $h=1.66$ nm. This exceeds both decay lengths, so in this example the reversal belongs to a grid that does not resolve the interface region. A weaker jump moves it to finer grids: for a small contrast the leading terms $-h\delta$ and $Ch^2$ put it near $h=\delta/(2C)$, which shrinks as the square of the contrast. The estimate needs $h$ below the decay lengths; for the tenfold jump it gives 1.0 nm instead of 1.66 nm. With $g_1$ reduced to 0.006 and all else unchanged, the flux error at $h=0.1$ nm is $-0.05\%$ with the arithmetic mean and $-0.38\%$ with the harmonic one, although $h$ is only a quarter of the shorter decay length.

The arithmetic error also has a local signature. Continuing $P$ to the interface from each side with that layer's own slope gives
\begin{equation}
P^+-P^-=\frac{J_hh}{g_f}-\frac{J_hh}{2g_1}-\frac{J_hh}{2g_2}
=J_hh\left(\frac1{g_f}-\frac1{g_H}\right).
\end{equation}
For $g_A$ this is a false jump $-J_hh\delta$. At $h=0.0125$ nm, quadratic extrapolation through the three nearest centres on each side gives $-5.87\times10^{-3}$ $\mu$C/cm$^2$, against $-Jh\delta=-5.88\times10^{-3}$. The harmonic solution gives $4\times10^{-5}$.

\section{The general rule}

An interface need not lie on a face. Across the gap between two centres, $P'=J/g$. Treating $J$ as constant over this short distance gives
\begin{equation}
\Delta P=J\int_{\rm gap}\frac{dz}{g}
\quad\Rightarrow\quad
\frac1{g_f}=\frac1h\int_{\rm gap}\frac{dz}{g}. \label{general}
\end{equation}
If a fraction $\theta$ of the gap lies in layer 1, $1/g_f=\theta/g_1+(1-\theta)/g_2$. Equation~\eqref{result} is the case $\theta=\tfrac12$. Using it elsewhere leaves, to leading order, the impedance error $h(\theta-\tfrac12)(1/g_2-1/g_1)$, which is first order again.

The cell cut by the interface also needs the volume average of $a$. Within one cell, $J$ and $P$ each vary by $O(h)$, so the face rule and the averaged local term make defects of $O(h^2)$ at one place. The response to such a defect is bounded, and second order survives. The coefficient of $h^2$ depends on $\theta$ and can change sign, so a clean power law appears only when $\theta$ is held fixed during refinement. With $L_1=4.1$ nm, $L_2=3.9$ nm and $h$ reduced from 0.08 to 0.016 nm, $\theta$ stays at $\tfrac34$. The error of the mean polarization then falls as $h^{2.01}$ with distance weights and as $h^{0.93}$ with equal weights.

For a stack of layers or a graded medium, the algorithm is:
\begin{enumerate}
\item Average $a$ over each cell.
\item Compute each face coefficient from Eq.~\eqref{general}.
\item Assemble Eq.~\eqref{cell} with the outer boundary conditions and solve the tridiagonal system.
\item Refine $h$ until the quantity of interest settles, with $h$ well below the shortest $\xi$.
\end{enumerate}
Where $g$ is smooth, neighbouring values differ by $O(h)$ and $g_A-g_H=(g_1-g_2)^2/[2(g_1+g_2)]=O(h^2)$. The choice of mean then does not change the order; the abrupt jump does.

\section{Beside real superlattices}

The parameters are rough values in the regime of paraelectric perovskite titanate superlattices at room temperature. The tenfold jump in $g$ is deliberately large. Integrating Eq.~\eqref{el} over each layer gives $\int P\,dz=p_1L_1+p_2L_2-J(p_2-p_1)/E$, hence a mean polarization of 0.729 $\mu$C/cm$^2$ ($7.29\times10^{-3}$ C/m$^2$). The assumption of fixed, strain-free $a$ matters most among the effects sized here. A tensile misfit strain $u=0.1\%$ in both layers lowers $a$ by $2u(Q_{11}+Q_{12})/(s_{11}+s_{12})$. With rough electrostrictive and compliance sums of 0.05 m$^4$/C$^2$ and $4\times10^{-12}$ Pa$^{-1}$, the mean rises by 36\%. With the same sums $a_2$ vanishes at $u=0.30\%$ and the unpolarized stack becomes unstable at $0.32\%$, where the linear model fails. Coherent titanate layers often differ in lattice constant by about 1\% and carry unequal strains, so the susceptibilities used here must be read as those of the strained layers. Warming by 10 K, with a rough Curie constant of $10^5$ K in both layers, lowers it by 10\%. Adding $\beta P^3$ to $aP$, with a rough $\beta=7\times10^9$ V\,m$^5$/C$^3$, and solving by Newton iteration lowers it by 1\%. The field is about one hundredth of a rough breakdown field of 1 MV/cm.

Atomic planes set a further limit. At a spacing of 0.4 nm, roughly one unit cell, the interface bond is a material property that $g_1$ and $g_2$ do not determine. Replacing the harmonic bond by the arithmetic one at this spacing changes the mean polarization by $-1.9\%$, but moves the flux error from $-3.4\%$ to $+16.6\%$. Finer grids converge to the continuum model; they do not supply that missing bond.
